# Half-Coverage Antiphase Diffraction Signal Through a Finite Slit

## Problem

During layer-by-layer growth a crystal surface exposes two levels separated by a step height $d$. The upper level covers a fraction $\theta$ of the surface. Electrons of wavenumber $k$ arrive at a glancing angle $\alpha$, and the specular beam is measured through a slit.

The surface is modelled as $N$ parallel rows with spacing $b$, at positions $x=nb$. Each row scatters once and with equal strength on either level. The steps run along the beam, so the diffuse intensity spreads sideways, with transverse wavevector $q$. The slit is centred on the specular beam and accepts $|q|\le w$. It is fully open in the other direction. The angle satisfies the antiphase condition

$$2kd\sin\alpha=(2j+1)\pi,\qquad j=0,1,2,\dots$$

Along $x$ the steps occur without memory: the chance of meeting a step in $dx$ is $dx/L_{\rm up}$ on an upper terrace and $dx/L_{\rm low}$ on a lower one, where $L_{\rm up}$ and $L_{\rm low}$ are the mean terrace widths. Both are much larger than $b$. The beam spread is much smaller than $w$.

(a) Find the diffracted profile and show that its diffuse part is Lorentzian.

(b) Show that if $w$ equals the half-width at half-maximum of this Lorentzian at $\theta=1/2$, the half-coverage signal is 50 percent of the smooth-surface signal through the same slit.

(c) Decide whether half coverage gives the minimum signal, first at fixed profile width, then at fixed island number.

(d) Evaluate the slit for Pt(111) with a 15 keV beam and a mean terrace width of 5 nm, and estimate how far departures from the model move the result.

## Solution

### (a) The profile

Reflection from the upper level changes the path phase by $2kd\sin\alpha$, an odd multiple of $\pi$. A lower row therefore has amplitude $s=+1$ and an upper row $s=-1$, with mean

$$m=(1-\theta)-\theta=1-2\theta .$$

The intensity per row is $I(q)=\frac1N\left|\sum_n s_n e^{-iqnb}\right|^2$. Integrating over one zone removes all cross terms between different rows:

$$\frac{b}{2\pi}\int_{-\pi/b}^{\pi/b}I(q)\,dq=\frac1N\sum_n s_n^2=1 .$$

Roughness thus redistributes the intensity in $q$ without changing its total. For a smooth surface all of it lies in a central spike of width about $2\pi/(Nb)$, which passes through the slit when $N$ is large. The smooth-surface signal is therefore 1.

The redistribution follows from the correlation function. Let $P(x)$ be the probability that the surface is on the upper level at $x$. Gains from lower terraces and losses from upper ones give

$$\frac{dP}{dx}=\frac{1-P}{L_{\rm low}}-\frac{P}{L_{\rm up}}=-\gamma(P-\theta),$$

$$\gamma=\frac1{L_{\rm up}}+\frac1{L_{\rm low}},\qquad \theta=\frac{1}{\gamma L_{\rm low}}=\frac{L_{\rm up}}{L_{\rm up}+L_{\rm low}} .$$

Hence $P-\theta$ decays as $e^{-\gamma x}$. Since the mean amplitude at $x$ is $1-2P(x)$, a known starting value $s(0)$ leads to the mean $m+[s(0)-m]e^{-\gamma x}$. Multiplying by $s(0)$ and averaging, with $s(0)^2=1$ and $\langle s(0)\rangle=m$, gives

$$C(x)=\langle s(0)s(x)\rangle=m^2+(1-m^2)e^{-\gamma|x|}.$$

For terraces much wider than a row, sums over rows become integrals. The normalized profile $p(q)=bI(q)/2\pi$ is

$$p(q)=\frac1{2\pi}\int_{-\infty}^{\infty}C(x)e^{-iqx}dx .$$

The constant $m^2$ gives $m^2\delta(q)$. For the exponential,

$$\int_{-\infty}^{\infty}e^{-\gamma|x|-iqx}dx=\frac1{\gamma+iq}+\frac1{\gamma-iq}=\frac{2\gamma}{\gamma^2+q^2}.$$

With $1-m^2=4\theta(1-\theta)$,

$$p(q)=(1-2\theta)^2\delta(q)+4\theta(1-\theta)\,\frac{\gamma/\pi}{\gamma^2+q^2}.$$

The diffuse part is a Lorentzian that falls to half its peak at $|q|=\gamma$.

### (b) The signal at half coverage

The slit passes the whole spike and a fraction $f$ of the Lorentzian:

$$f=\int_{-w}^{w}\frac{\gamma/\pi}{\gamma^2+q^2}\,dq=\frac2\pi\arctan\frac w\gamma .$$

The signal relative to a smooth surface is therefore

$$S=(1-2\theta)^2+4\theta(1-\theta)f .$$

At $\theta=1/2$ the spike has zero weight and the diffuse part has weight 1, so $S=f$. If $w=\gamma$,

$$S\!\left(\tfrac12\right)=\frac2\pi\arctan1=\frac2\pi\cdot\frac\pi4=\frac12 .$$

Destructive interference has removed the coherent spike. The remaining signal is diffuse intensity that the slit cannot separate from the specular beam. The equality concerns half-widths, so the full slit width equals the full width at half-maximum.

A narrow slit, $w\ll\gamma$, gives $S(1/2)\approx2w/(\pi\gamma)$, which tends to zero. A wide slit, $w\gg\gamma$, gives $S(1/2)\approx1-2\gamma/(\pi w)$, and the oscillation disappears. For $w/\gamma=0.1$ and $10$ the full formula gives 0.063 and 0.937.

### (c) Is half coverage the minimum?

**Fixed profile width.** If $\gamma$ stays constant and $w=\gamma$, then $f=1/2$ at every coverage and

$$S=1-4\theta(1-\theta)+2\theta(1-\theta)=1-2\theta(1-\theta)=\tfrac12+2\left(\theta-\tfrac12\right)^2 .$$

The minimum is at half coverage.

**Fixed island number.** Let there be $\nu$ islands per unit length. Then $L_{\rm up}=\theta/\nu$ and $L_{\rm low}=(1-\theta)/\nu$, so

$$\gamma=\frac{\nu}{\theta(1-\theta)}=\frac{4\nu}{x},\qquad x=4\theta(1-\theta).$$

The slit is set to the half-coverage value $w=4\nu$ and kept there. Then $w/\gamma=x$, and

$$S=1-x+\frac{2x}{\pi}\arctan x,$$

$$\frac{dS}{dx}=-1+\frac2\pi\left(\arctan x+\frac{x}{1+x^2}\right).$$

The bracket has derivative $2/(1+x^2)^2>0$, so on $0\le x\le1$ it is largest at $x=1$. There it equals $\pi/4+1/2\approx1.29$, less than $\pi/2\approx1.57$. Thus $S$ falls as $x$ rises, and its minimum is again at $x=1$, or $\theta=1/2$. At $\theta=0.25$ the two laws give 0.625 and 0.557; both give 0.500 at half coverage.

### (d) Pt(111)

The inputs are rough typical values. A lattice constant of 0.392 nm gives $d=0.392/\sqrt3=0.2263$ nm and a spacing between close-packed rows of $b=0.392\sqrt3/(2\sqrt2)=0.2400$ nm. The relativistic wavenumber at 15 keV is $k=632.0\ \mathrm{nm^{-1}}$. For the antiphase condition with $j=1$, a phase of $3\pi$,

$$\sin\alpha=\frac{3\pi}{2(632.0)(0.2263)}=0.0330,\qquad \alpha=1.89^\circ .$$

At half coverage both terrace types have mean width 5 nm, so

$$w=\gamma=\frac15+\frac15=0.400\ \mathrm{nm^{-1}} .$$

The slit half-width in angle is $w/k=0.633$ mrad. On a screen 300 mm away it is 0.190 mm, so the full opening is 0.38 mm. Randomly generated row surfaces with these parameters give a half-coverage signal of 0.499, with a sampling uncertainty of about 0.001.

**Slit setting.** An opening 10 percent too wide raises the signal to 0.530.

**Discrete rows.** Put $g=\gamma b=0.096$. Summing the correlations $e^{-g|n|}$ over rows gives $I=\sinh g/(\cosh g-\cos qb)$. With $u=qb$ and $t=\tan(u/2)$, the slit fraction becomes

$$F=\frac1\pi\int_0^{wb}\frac{\sinh g\,du}{\cosh g-\cos u}=\frac2\pi\arctan\frac{\tan(wb/2)}{\tanh(g/2)},$$

because $\cosh g-\cos u=2[\sinh^2(g/2)+t^2\cosh^2(g/2)]/(1+t^2)$ and $du=2\,dt/(1+t^2)$. For $wb=g\ll1$ the ratio is $1+g^2/6$ to leading order, so $F\approx1/2+g^2/(6\pi)=0.5005$. This value keeps the decay rate per row at $g=\gamma b$, for which the terraces counted in rows average 5.24 nm. If instead they average exactly $L=5$ nm, the chance of a step between neighbouring rows is $b/L$, so $e^{-g}=1-2b/L$ and $g=0.101$. The half-width then grows to $0.421\ \mathrm{nm^{-1}}$, and the same formula with $wb=0.096$ gives $F=0.485$. Discreteness is negligible for a slit matched to the actual half-width, but not for one set from the terrace width by $w=2/L$.

**Beam spread.** An rms divergence of 0.2 mrad corresponds to $0.126\ \mathrm{nm^{-1}}$. Broadening both the spike and the Lorentzian by a Gaussian of this width changes the ratio to 0.485.

**Wrong angle.** For a general phase $\phi$ between levels, an upper row has amplitude $e^{-i\phi}$. The spike weight is $|1-\theta+\theta e^{-i\phi}|^2=1-4\theta(1-\theta)\sin^2(\phi/2)$, and the diffuse weight is the remainder. At half coverage with $f=1/2$,

$$S=1-\tfrac12\sin^2(\phi/2).$$

A misset of $0.05^\circ$ gives 0.508.

**A third level.** Amplitudes alternate with level. Fractions 0.55, 0.40 and 0.05, still half a layer deposited, give $m=0.55-0.40+0.05=0.20$. If the sign correlation keeps the same $\gamma$, then $S=0.04+0.96/2=0.52$. For memoryless steps this requires mean widths of 6.25 nm on the two outer levels and 4.17 nm on the middle one. If the outer terraces instead keep a mean width of 5 nm, $\gamma$ rises to $0.5\ \mathrm{nm^{-1}}$ and the same slit gives $S=0.04+0.96\,(2/\pi)\arctan0.8=0.45$. Even the direction of the shift therefore depends on the terrace widths.

**Rows that fail to reflect at steps.** Suppose the lower row beside each step is dark. A step lies between neighbouring rows with probability $p=0.24/5.24=0.0458$. Here 5.24 nm is the mean terrace resolved by the rows, slightly above 5 nm because terraces falling between rows are missed. A lower row reflects if both neighbours are low, so the mean amplitude is $\frac12(1-p)^2-\frac12=-0.045$. This unbalances the levels and restores a spike of weight 0.002. The total signal becomes 0.502.

**Regular terraces.** This is the largest departure evaluated here. Let terrace widths $\ell$ be independent, with mean $L$ and $\varphi(q)=\langle e^{iq\ell}\rangle$. The differences $s_n-s_{n-1}$ vanish except at steps, where they alternate between $+2$ and $-2$. Taking differences multiplies the intensity by $|1-e^{-iqb}|^2=4\sin^2(qb/2)$. There are $b/L$ steps per row, and steps $j$ terraces apart contribute $(-\varphi)^j$. Therefore, for $q\ne0$,

$$I(q)=\frac{b}{L\sin^2(qb/2)}\left[1+2\,\mathrm{Re}\sum_{j\ge1}(-\varphi)^j\right]=\frac{b}{L\sin^2(qb/2)}\,\mathrm{Re}\,\frac{1-\varphi}{1+\varphi}.$$

Expanding $\varphi\approx1+iqL-q^2\langle\ell^2\rangle/2$ gives $\mathrm{Re}[(1-\varphi)/(1+\varphi)]\approx q^2\,\mathrm{var}(\ell)/4$, hence $I(0)=\mathrm{var}(\ell)/(Lb)$. More uniform terraces send less diffuse intensity into the forward direction.

As an illustration, let each width be the sum of three independent geometric numbers of rows, with the mean unchanged at 5.24 nm. This multiplies the variance by $(1-3p)/[3(1-p)]=0.30$. With the slit held at $0.400\ \mathrm{nm^{-1}}$, the signal drops to 0.26. The profile is no longer Lorentzian, so the premise of part (b) has failed.

### Relation to a real growth experiment

The energy, angle and screen distance are of the usual order for reflection high-energy electron diffraction. Terrace widths vary strongly with temperature and deposition rate. Terraces ten times wider would require a slit half-width of only 0.063 mrad, smaller than the assumed beam spread, and the sharp-beam result could not then be used. Real islands also deplete the adatoms around them, which discourages nucleation nearby and makes spacings more regular than the memoryless law. The value 0.26 belongs to one simple kind of order, in which the widths of all terraces, upper and lower, are independently more regular. Other kinds of order give other values, so it is not a prediction for platinum.

Islands of finite length also scatter along the beam, where the vertical phase varies across the open slit; the straight-step model omits this. Multiple scattering, which is strong at glancing incidence, and inelastic background are not evaluated either. A thermal attenuation factor common to both signals cancels from the ratio. The 50 percent value is thus a property of the stated single-scattering model, and a measured minimum need not equal it. The numerical output below lists most of the values used here; the others follow from them by simple arithmetic.

## Computed results

```
INPUTS (rough typical values)
Pt lattice constant: 0.392 nm
beam energy: 15.0 keV
screen distance: 300 mm
mean terrace width at half coverage: 5.0 nm
antiphase order: 3
GEOMETRY
step height d: 0.2263 nm
row spacing b: 0.2400 nm
electron wavenumber k: 632.0 1/nm
antiphase glancing angle: 1.888 deg
Lorentzian half-width gamma = slit half-width: 0.400 1/nm
slit half-width as angle: 0.633 mrad
slit half-width on screen: 0.190 mm
HALF-COVERAGE SIGNAL (smooth surface = 1)
w/gamma = 0.1: 0.0635
w/gamma = 0.5: 0.2952
w/gamma = 1.0: 0.5000
w/gamma = 1.1: 0.5303
w/gamma = 2.0: 0.7048
w/gamma = 10.0: 0.9365
simulated surfaces, w/gamma = 1: 0.4992
simulated surfaces, w/gamma = 2: 0.7048
simulated, slit open over whole zone: 1.0000
SIGNAL AGAINST COVERAGE (fixed gamma; fixed island number)
theta = 0.00: 1.0000; 1.0000
theta = 0.10: 0.8200; 0.7192
theta = 0.25: 0.6250; 0.5572
theta = 0.50: 0.5000; 0.5000
simulated, theta = 0.25: 0.6246; 0.5572
NEGLECTED EFFECTS (half-coverage signal, ideal 0.5)
gamma times b: 0.0960
row discreteness: 0.50049
rms beam divergence: 0.2 mrad
smooth beam caught by slit: 0.9984
signal with divergence: 0.4850
signal with angle misset 0.05 deg: 0.5077
level fractions 0, 1, 2: 0.55 0.40 0.05
signal with third level: 0.5200
loss by stacking offset: 3.5e-05
phase change at slit edge: 8.7e-04 rad
signal with one blind lower row per step: 0.5021
spike weight restored by blind rows: 0.0020
signal change by blind rows, simulated: 0.0015
mean terrace resolved by rows: 5.24 nm
geometric parts per regular terrace: 3
signal with regular terraces, formula: 0.2582
signal with regular terraces, simulated: 0.2573
```
